# Final-state charging and core-level shifts of weakly coupled metal clusters

## The decision: is the final state charged?

A calculation of the core-level binding energy of a supported metal cluster compares a ground state with a core-hole state. One must decide whether the core-hole state is short of one electron overall, or whether the support has already replaced it. For a free metal sphere of 1 nm radius the choice moves the result by 0.72 eV. Until the choice is made, a measured shift cannot be divided into contributions from chemistry and from size.

Energy conservation fixes the position of the leading line, the one that leaves no excitation besides the core hole:

$$h\nu-E_{\rm kin}=E(\text{ion with core hole})-E(\text{neutral}).$$

In a bulk metal, electrons screen the hole and the compensating positive charge spreads over an unlimited surface at no cost. On an isolated cluster that charge stays on a small surface.

## The charging energy

Take the cluster as a classical conducting sphere of radius $R$ in vacuum, neutral before emission, with the work function of the bulk metal. At charge $q$ its potential is $V=q/(4\pi\varepsilon_0R)$. Building up the charge $e$ costs

$$S=\int_0^e\frac{q\,dq}{4\pi\varepsilon_0R}=\frac{e^2}{8\pi\varepsilon_0R}.$$

The factor 1/2 arises because the potential is zero at the start and grows with the charge. The field energy agrees:

$$\int_R^\infty\frac{\varepsilon_0}{2}\left(\frac{e}{4\pi\varepsilon_0r^2}\right)^2 4\pi r^2\,dr=\frac{e^2}{8\pi\varepsilon_0}\int_R^\infty\frac{dr}{r^2}=S.$$

At $R=1$ nm the final surface potential is 1.440 V, so $S=1.440/2=0.720$ eV, or 0.02646 hartree. The shift falls as $1/R$, to 0.36 eV at 2 nm and 0.14 eV at 5 nm. It raises the binding energy and lowers the kinetic energy. In this model a valence hole leaves the same net charge, so the Fermi edge moves by the same $S$.

## Why the position of the hole drops out

The core hole is a point charge inside the metal, yet $S$ contains only $R$. Linear Thomas–Fermi screening shows why. In atomic units, put a hole of charge $+1$ at the centre and let $\rho$ be the induced charge density. The emitted electron is far away and the others are conserved, so $\int\rho=0$. The energy is

$$E[\rho]=\int\frac{\rho}{r}+\frac12\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}+2\pi\lambda^2\int\rho^2,$$

where $\lambda$ is the screening length. Making it stationary, with a multiplier $b$ for the constraint, gives $\phi+4\pi\lambda^2\rho=b$, where $\phi$ is the total potential. Poisson's equation away from the hole is then $\nabla^2\phi=-4\pi\rho=(\phi-b)/\lambda^2$. With $u=r(\phi-b)$ it becomes $u''=u/\lambda^2$ with $u(0)=1$, so

$$u=e^{-r/\lambda}+B\sinh(r/\lambda).$$

The net charge is 1, so $\phi'(R)=-1/R^2$, which means $Ru'(R)-u(R)=-1$. For $R\gg\lambda$ we drop $e^{-R/\lambda}$ and set $\cosh(R/\lambda)=\sinh(R/\lambda)$:

$$B\sinh\frac R\lambda\left(\frac R\lambda-1\right)=-1,\qquad u(R)=-\frac{\lambda}{R-\lambda}.$$

Outside, $\phi=1/r$. Continuity at $R$ gives

$$b=\frac1R-\frac{u(R)}R=\frac1R+\frac{\lambda}{R(R-\lambda)}=\frac1{R-\lambda}.$$

Multiplying the stationarity condition by $\rho$ and integrating shows that the two quadratic terms of $E$ sum to $-\frac12\int\rho/r$. Hence $E=\frac12\int\rho/r$, half the induced potential at the hole. That potential is $b+u'(0)$, and $u'(0)=-1/\lambda$ up to exponentially small terms:

$$E=-\frac1{2\lambda}+\frac1{2(R-\lambda)}.$$

The first term is the local relaxation energy, which is the same in bulk and cancels in the shift. The second is the charging energy, with $R$ reduced by $\lambda$.

Free-electron screening has $1/\lambda^2=3ne^2/(2\varepsilon_0E_F)$. With one electron per gold atom, at roughly 59 per nm³, $E_F=5.53$ eV and $\lambda=0.059$ nm. The shift rises from 0.720 to 0.765 eV. A numerical solution for a central hole and a partial-wave sum for a hole at $R/2$ both give 0.765 eV, which confirms that position does not matter well below the surface. Within about two screening lengths of the edge the energy does rise in this model, to 0.79 eV for a hole at $0.9R$. The model has a hard edge. Electron spill-out moves the charge outward and acts against this increase. Curvature also changes the work function at order $1/R$, the same order as $S$; that term is not computed here.

## What the departing electron feels

Let the photoelectron be at distance $r$ from the centre. If the sphere were earthed, its potential would be zero and it would carry the induced charge $eR/r$. Keeping that electron in place, raise the sphere's charge to $e$. Its potential at charge $q$ is $(q-eR/r)/(4\pi\varepsilon_0R)$, so the isolated sphere lies higher in energy by

$$\int_{eR/r}^{e}\frac{q-eR/r}{4\pi\varepsilon_0R}\,dq=S\left(1-\frac Rr\right)^2.$$

At the surface the two cases coincide. At infinity they differ by $S$. The earthed sphere has an unlimited supply of charge, as bulk metal has, and shows no charging shift. Integrating the image forces outward from $r=1.01R$ gives a difference of 0.7199 eV in the work done by the two spheres, as this expression requires.

## When the coupling counts as weak

Suppose one electron tunnels in from a support of equal work function while the photoelectron is at $r$. The support's polarization is left out here; it would change both the capacitance and the photoelectron's field, and so the distances and energies below. The energy released is that of charge $e$ minus that of charge zero, at fixed $r$:

$$Q(r)=\int_0^e\frac{q-eR/r}{4\pi\varepsilon_0R}\,dq=S\left(1-\frac{2R}{r}\right).$$

The cluster ends neutral, and $Q$ has gone into heat. Energy conservation therefore lowers the photoelectron's kinetic energy by $Q$, which is the shift that remains. At low temperature, and if the changing field of the departing electron supplies no energy, the transfer needs $r\ge2R$. A fast electron need not meet the second condition.

A 1400 eV electron moves at 22.2 nm/fs and covers the distance from $R$ to $2R$ in 0.045 fs. Refilling at 0.1 fs would leave 0.27 eV of the free-sphere shift, and refilling at 1 fs would leave 0.66 eV. These values assume radial flight from the surface at constant speed and an instantaneous response of the metal. They set the scale only, because such fast tunnelling would also blur the charge state. Weak coupling means a refilling time $\tau$ long compared with $R/v$, where $v$ is the photoelectron speed, and long compared with $\hbar/S\approx0.9$ fs, so that the tunnelling width $\hbar/\tau$ is small beside the charging energy and the charge is well defined. For a fast photoelectron the second condition is the stricter one. Neither 0.1 fs nor 1 fs meets it, so the two values above are not quantitative.

## How the support changes the number

A polarizable support raises the capacitance $C$ and lowers the shift to $e^2/(2C)$. Let the sphere touch a thick dielectric of permittivity $\varepsilon$, and set $k=(\varepsilon-1)/(\varepsilon+1)$. Start with a charge $q_0=4\pi\varepsilon_0RV$ at the centre. A charge $q_n$ at distance $x_n$ below the centre has an image $-kq_n$ in the dielectric, at distance $2R-x_n$ from the centre. Restoring the sphere's potential requires

$$q_{n+1}=\frac{kR\,q_n}{2R-x_n},\qquad x_{n+1}=\frac{R^2}{2R-x_n}.$$

From $x_0=0$ this gives $x_n=nR/(n+1)$ and $q_n=k^nq_0/(n+1)$. Summing the charges,

$$\frac{C}{4\pi\varepsilon_0R}=\sum_{n=0}^{\infty}\frac{k^n}{n+1}=-\frac{\ln(1-k)}k.$$

During emission the electrons of the support respond but its ions are too slow, so electronic permittivities apply to the centre of the line. With 2.1 for silica the ratio is 1.235 and the shift is $0.720/1.235=0.58$ eV. With 12 for silicon the ratio is 2.212 and the shift is 0.33 eV. Both values assume exact contact at a point; a gap of atomic size raises the shift, noticeably so on silicon.

For a silica film of thickness $t$ on silicon, resolve the potential into components of in-plane wavenumber $p$. Let $k_1$ be the value of $k$ for silica, $k_2=(\varepsilon_{\rm Si}-\varepsilon_{\rm ox})/(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})$ and $g=e^{-2pt}$. Continuity of the potential and of $\varepsilon\,\partial_z\phi$ at the lower interface makes the upward-decaying part in the film $-k_2g$ times the other part, both taken at the top of the film. The same conditions at the top give the reflection factor

$$-\frac{k_1+k_2g}{1+k_1k_2g}=-k_1-(1-k_1^2)k_2\,g\sum_{j=0}^\infty(-k_1k_2g)^j.$$

Each power $g^m$ is an image in a plane lying $mt$ deeper. Requiring a constant potential on the sphere with these images, solved numerically for $t=1$ nm, gives a ratio of 1.499 and a shift of 0.48 eV.

## The Fermi-level reference

Spectra of supported clusters are usually referred to the support's Fermi level. Let $D$ be the cluster's work function minus the support's, $U=e^2/C$, and $n$ the number of electrons missing before emission. The energy is $E(n)=nD+n^2U/2$, so the shift is

$$E(n+1)-E(n)=D+\left(n+\tfrac12\right)U.$$

The electronic $C$ is used throughout this section. This is an approximation: the ions of an oxide have time to respond to a charge present before emission, which would lower $U$ in the terms that contain $n$, but not in the final $U/2$.

Before emission $n$ minimizes $E$. The condition $E(n+1)\ge E(n)$ makes the shift non-negative, and $E(n-1)\ge E(n)$ keeps it at or below $U$. It equals $U/2$ when $D=0$. If $D$ is spread uniformly over whole periods of $U$, the shift is spread uniformly from 0 to $U$ and again averages $U/2$.

On the film $U=0.96$ eV. A mismatch of 0.20 eV is below $U/2$, so the cluster stays neutral and the shift becomes $0.48+0.20=0.68$ eV. This is close to the free-sphere value by coincidence of the chosen mismatch.

## A gold particle on oxidized silicon

The example corresponds to gold particles of 1 nm radius on 1 nm of silica on heavily p-doped silicon, studied with a laboratory X-ray source. Its material inputs are rough typical values, and screening by the mobile holes of the silicon is left out. A tunnelling estimate with attempt rate $v_F/(4R)$, where $v_F$ is the Fermi velocity, a mean barrier of 3.5 eV and the free-electron mass gives a refilling time of order $10^{-6}$ s for a single level. Counting all the levels open to tunnelling could shorten it by more than a factor of ten, and a tunnelling mass of half the free-electron mass by a further factor of a few hundred, but it would remain far longer than both the electron's departure and $\hbar/S$. The estimate counts every traversal of the particle as an attempt; only the region near the contact point tunnels, which lengthens the time. While the cluster is charged, about 0.8 V drops across the film under the contact, a local field of about 8 MV/cm that approaches the breakdown range of silica. It is far shorter than the roughly $6\times10^3$ s between absorptions in one cluster, so charge from photoemission does not accumulate in this estimate, which omits secondary electrons from the support. The assumption that fails most clearly is the vacuum surroundings: the support alone takes the shift from 0.72 to 0.48 eV.

Surface atoms add an initial-state shift of opposite sign. Taking roughly $-0.4$ eV for each atom in an outer layer of thickness $a=0.25$ nm, the layer holds a fraction $1-(1-0.25)^3=0.58$ of the atoms, and the mean shift, with all atoms counted equally, is $-0.23$ eV. With matched work functions the sum is $0.48-0.23=0.25$ eV. Read through the free-sphere formula, that would suggest a radius of $0.72/0.25\approx2.9$ nm for a 1 nm particle.

A radius spread of 10% broadens the free-sphere line by $S\,\delta R/R=0.072$ eV to first order; integrating over a normal distribution of radii, cut off at half the mean radius so that $1/R$ stays finite, gives a standard deviation of 0.075 eV. The mean level spacing at the Fermi energy, $4E_F/(3N)=0.030$ eV for $N=247$ atoms, and the thermal energy of 0.026 eV at 300 K are both small beside $U$. In a perfectly symmetric sphere, however, the levels bunch into shells whose gaps can reach some tenths of an eV. Treating the cluster as a conductor with a definite charge therefore assumes a shape irregular enough to break up these shells.

## What to do with a measured or computed shift

- For a weakly coupled cluster, compute the core-hole state with one electron missing overall, and include the support's electronic polarization. If the refilling time is short compared with $\hbar/S$, about 0.9 fs for a free sphere of 1 nm radius, the charging term does not belong in the result; if the two are comparable, only part of it remains and the classical formula does not give that part.
- Do not obtain a radius from the shift alone. For free spheres with $a\ll R$ a series of sizes does not separate the terms either: the surface fraction is about $3a/R$, so the initial-state term follows the same power of $R$ as the charging term. On a film of fixed thickness the charging term falls somewhat faster than $1/R$, because a larger sphere feels more of the silicon beneath.
- Compare the core level with the Fermi edge of the same clusters. In this model charging and work-function mismatch move both equally, so their difference keeps the initial-state core shift and removes the charging energy. This requires refilling that is either slow or equally fast for both lines, and a Fermi edge that can be distinguished from the support's.

The numerical output below lists the inputs and the values for each case.

## Values computed for the example and the checks

```
sphere radius: 1.00 nm
free-sphere charging shift S: 0.7200 eV = 0.02646 hartree
same from field-energy integral: 0.7200 eV
surface potential after emission: 1.440 V
S at R = 0.5 nm: 1.440 eV
S at R = 2.0 nm: 0.360 eV
S at R = 5.0 nm: 0.144 eV
gold density (rough): 59 per nm^3
atoms in the sphere: 247
free-electron Fermi energy: 5.53 eV
screening length: 0.0587 nm; R/lam = 17.02
S with screening, formula: 0.7649 eV
S with screening, central hole, numerical: 0.7649 eV
S with screening, hole at R/2: 0.7649 eV
work difference earthed-isolated: 0.7199 eV
permittivities: silica 2.1, silicon 12.0
silica film thickness: 1.0 nm
C/(4 pi eps0 R) on thick silica: 1.235
C/(4 pi eps0 R) on silica film on silicon: 1.499
C/(4 pi eps0 R) on thick silicon: 2.212
shift on thick silica: 0.583 eV
shift on silica film on silicon: 0.480 eV
shift on thick silicon: 0.325 eV
U = e^2/C on the film: 0.961 eV
work-function mismatch (rough): 0.20 eV
missing electrons before emission: 0
Fermi-referred shift with mismatch: 0.680 eV
mean shift over uniform mismatch: 0.480 eV
photoelectron energy: 1400 eV
photoelectron speed: 22.2 nm/fs
time to reach r = 2R: 0.045 fs
free-sphere shift if refilled at 0.1 fs: 0.273 eV
free-sphere shift if refilled at 1 fs: 0.658 eV
barrier (rough) 4.0 eV, mean 3.52 eV
tunnelling refill time (order only): 6e-07 s
photon flux (rough): 1e+12 per cm^2 s
absorption cross-section (rough): 7e-19 cm^2
time between absorptions per cluster: 6e+03 s
surface-atom shift (rough): -0.4 eV
atomic layer thickness (rough): 0.25 nm
surface-layer fraction: 0.58
mean initial-state shift: -0.23 eV
relative radius spread: 0.10
line spread, free sphere, linear: 0.072 eV
line spread, free sphere, quadrature: 0.075 eV
level spacing at the Fermi energy: 0.030 eV
thermal energy at 300 K: 0.0259 eV
```
